**Translational invariance of spin-free X2C gradient terms in a diatomic**

The program tests the rule dW/dA = P_B G^A − P_A G^B + transpose, with dW/dB = −dW/dA, which removes the operator-centre derivative of the pVp matrix W. Here G^C is the pVp integral over the attraction of nucleus C with one extra electronic derivative on the first function, and P_A and P_B select the rows of functions on A and B. It asserts that the derivative formulas for the overlap, kinetic, nuclear-attraction and pVp matrices agree with five-point differences of undifferentiated integrals, and that the complete derivatives cancel between the atoms. It also asserts the operator-centre derivative on its own, the chain rule and sum rule for the X2C matrix, the energy gradient against differences of the X2C eigenvalue, and the one-centre 1s energy against the closed Dirac value. For model charges 40 and 30 at 0.1 bohr, the basis and operator parts of the W term sum over the atoms to −104.62 and +104.62 hartree/bohr, so they cancel only together. Two further cases show the limits of the sum rule: with equal charges the basis parts cancel by inversion alone, and with frozen X the sum stays zero although the derivative of the X2C matrix is off by up to 0.8% of its largest element.

## Numerical check

```python
"""
Result under test: for a diatomic with nuclei A and B, the derivative of
W = <grad mu . V grad nu> (the pVp matrix) with respect to nucleus A is
    dW/dA = P_B G^A - P_A G^B + transpose,   dW/dB = -dW/dA,
so no derivative of the operator centre is needed, and every term of the
spin-free X2C gradient cancels between the two atoms.
Symbols: G^C = <d(grad mu) . V_C grad nu>, d = electronic derivative,
V_C = -Z_C/|r-C|; P_A, P_B select rows of functions on A, B.
S, T, V: overlap, kinetic energy, nuclear attraction. Atomic units.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import fine_structure
from pyscf import gto

c = 1.0 / fine_structure
charges = (40.0, 30.0)
distance = 0.1
centres = np.array([[0.0, 0.0, 0.0], [0.0, 0.0, distance]])
s_exponents = [60.0 * 3.0**k for k in range(6)]
p_exponents = [60.0 * 3.0**k for k in range(3)]
shells = ([[0, [x, 1.0]] for x in s_exponents]
          + [[1, [x, 1.0]] for x in p_exponents])
step = 1.0e-4


def basis_at(positions):
    # H1 and H2 are only labels that carry basis functions;
    # the nuclear charges enter through the explicit operators below.
    atoms = [['H1', tuple(positions[0])], ['H2', tuple(positions[1])]]
    return gto.M(atom=atoms, basis={'H1': shells, 'H2': shells},
                 unit='Bohr', verbose=0)


def matrices(mol, operator_centres, z_values):
    """Return S, T, V, W from undifferentiated integrals."""
    s = mol.intor('int1e_ovlp')
    t = mol.intor('int1e_kin')
    v, w = np.zeros_like(s), np.zeros_like(s)
    for position, z in zip(operator_centres, z_values):
        with mol.with_rinv_origin(position):
            v -= z * mol.intor('int1e_rinv')
            w -= z * mol.intor('int1e_prinvp')
    return np.array([s, t, v, w])


def dirac(m):
    """Positive-energy solutions of the spin-free modified Dirac equation."""
    s, t, v, w = m
    n = len(s)
    zero = np.zeros_like(s)
    ham = np.block([[v, t], [t, w / (4 * c**2) - t]])
    metric = np.block([[s, zero], [zero, t / (2 * c**2)]])
    e, vec = eigh(ham, metric)
    return e[n:], vec[:n, n:], vec[n:, n:]


def coupling(m):
    _, large, small = dirac(m)
    return small @ np.linalg.inv(large)


def power(m, exponent):
    e, u = np.linalg.eigh(m)
    return (u * e**exponent) @ u.T


def x2c(m, x=None):
    """Spin-free X2C Hamiltonian; a given x is kept frozen."""
    s, t, v, w = m
    if x is None:
        x = coupling(m)
    s_tilde = s + x.T @ t @ x / (2 * c**2)
    ell = v + x.T @ t + t @ x + x.T @ (w / (4 * c**2) - t) @ x
    s_inv_half = power(s, -0.5)
    r = (s_inv_half @ power(s_inv_half @ s_tilde @ s_inv_half, -0.5)
         @ power(s, 0.5))
    return r.T @ ell @ r


def slope(f):
    """Five-point first derivative at zero."""
    return (8 * (f(step) - f(-step)) - (f(2 * step) - f(-2 * step))) / (12 * step)


def shift(atom, axis):
    u = np.zeros((2, 3))
    u[atom, axis] = 1.0
    return u


def moved(t, u, z_values=charges, basis=True, operator=True):
    mol = basis_at(centres + t * u * basis)
    return matrices(mol, centres + t * u * operator, z_values)


def error(x, y):
    return np.max(np.abs(x - y)) / np.max(np.abs(y))


def plus_transpose(g):
    return g + g.transpose(0, 2, 1)


# The pVp matrix and its prefactor against the closed Dirac 1s energy.
atom_shells = [[0, [20.0 * 2.2**k, 1.0]] for k in range(18)]
atom = gto.M(atom=[['H', (0.0, 0.0, 0.0)]], basis={'H': atom_shells},
             unit='Bohr', spin=1, verbose=0)
e_atom = dirac(matrices(atom, centres[:1], charges[:1]))[0][0]
e_closed = c**2 * (np.sqrt(1 - (charges[0] / c)**2) - 1)
assert abs(e_atom / e_closed - 1) < 1e-4

# Derivative matrices with only basis functions differentiated.
mol = basis_at(centres)
m0 = matrices(mol, centres, charges)
slices = mol.aoslice_by_atom()
n = mol.nao_nr()
rows = np.zeros((2, n, 1))
for k in range(2):
    rows[k, slices[k, 2]:slices[k, 3]] = 1.0
g_s = mol.intor('int1e_ipovlp', comp=3)
g_t = mol.intor('int1e_ipkin', comp=3)
g_v, g_w = [], []
for k in range(2):
    with mol.with_rinv_origin(centres[k]):
        g_v.append(-charges[k] * mol.intor('int1e_iprinv', comp=3))
        g_w.append(-charges[k] * mol.intor('int1e_ipprinvp', comp=3))
derived = []
for k in range(2):
    o = 1 - k
    derived.append([-plus_transpose(rows[k] * g_s),
                    -plus_transpose(rows[k] * g_t),
                    plus_transpose(rows[o] * g_v[k] - rows[k] * g_v[o]),
                    plus_transpose(rows[o] * g_w[k] - rows[k] * g_w[o])])
derived = np.array(derived)  # atom, matrix, axis, row, column

# Full derivatives from displaced geometries, each atom on its own.
numeric = np.zeros_like(derived)
for k in range(2):
    for axis in range(3):
        u = shift(k, axis)
        numeric[k, :, axis] = slope(lambda t: moved(t, u))
formula_error = [max(error(derived[k, i], numeric[k, i]) for k in range(2))
                 for i in range(4)]
sum_error = [error(numeric[0, i], -numeric[1, i]) for i in range(4)]
assert max(formula_error) < 1e-6
assert max(sum_error) < 1e-6

# Operator centre moved alone, basis fixed: all three directions.
operator_error = 0.0
for k in range(2):
    direct = np.array([slope(lambda t: moved(t, shift(k, ax), basis=False)[3])
                       for ax in range(3)])
    operator_error = max(operator_error, error(plus_transpose(g_w[k]), direct))
assert operator_error < 1e-6

# X2C Hamiltonian: chain rule with derived matrices, sum rule, frozen X.
x0 = coupling(m0)
dh = [slope(lambda t: x2c(moved(t, shift(k, 2)))) for k in range(2)]
dh_chain = slope(lambda t: x2c(m0 + t * derived[0, :, 2]))
dh_frozen = [slope(lambda t: x2c(moved(t, shift(k, 2)), x0)) for k in range(2)]
h_error = error(dh_chain, dh[0])
h_sum = error(dh[0], -dh[1])
frozen_sum = error(dh_frozen[0], -dh_frozen[1])
frozen_error = error(dh_frozen[0], dh[0])
assert h_error < 1e-5 and h_sum < 1e-5 and frozen_sum < 1e-5
assert frozen_error > 100 * max(h_error, h_sum, frozen_sum)

# Energy gradient of the lowest one-electron state.
energies, large, small = dirac(m0)
x2c_energies = eigh(x2c(m0), m0[0], eigvals_only=True)
assert error(x2c_energies, energies) < 1e-8
energy, a, b = energies[0], large[:, 0], small[:, 0]


def gradient_terms(d):
    ds, dt, dv, dw = d
    return np.array([-energy * a @ ds @ a,
                     2 * a @ dt @ b - b @ dt @ b
                     - energy * b @ dt @ b / (2 * c**2),
                     a @ dv @ a,
                     b @ dw @ b / (4 * c**2)])


def x2c_energy(m):
    return eigh(x2c(m), m[0], eigvals_only=True)[0]


terms = [gradient_terms(derived[k, :, 2]) for k in range(2)]
terms_numeric = [gradient_terms(numeric[k, :, 2]) for k in range(2)]
gradient_fd = [slope(lambda t: x2c_energy(moved(t, shift(k, 2))))
               for k in range(2)]
for k in range(2):
    assert abs(terms[k].sum() - gradient_fd[k]) < 1e-5 * abs(gradient_fd[k])
scale = np.max(np.abs(terms[0]))
assert np.max(np.abs(terms_numeric[0] + terms_numeric[1])) < 1e-6 * scale


def split_w(z_values):
    """Basis and operator parts of the W gradient term, for A and B."""
    _, _, lower = dirac(matrices(mol, centres, z_values))
    vec = lower[:, 0]
    parts = []
    for use_basis in (True, False):
        parts.append([vec @ slope(lambda t: moved(
            t, shift(k, 2), z_values, use_basis, not use_basis)[3]) @ vec
            / (4 * c**2) for k in range(2)])
    return np.array(parts)


parts = split_w(charges)
part_scale = np.max(np.abs(parts))
assert abs(parts.sum()) < 1e-6 * part_scale
assert abs(parts[0].sum()) > 1e-3 * part_scale
assert np.allclose(parts.sum(axis=0), [terms[0][3], terms[1][3]],
                   rtol=0, atol=1e-6 * part_scale)
equal = split_w((charges[0], charges[0]))
equal_scale = np.max(np.abs(equal))
assert abs(equal[0].sum()) < 1e-6 * equal_scale
assert abs(equal[1, 0]) > 1e-3 * equal_scale

# One element between equal s functions on A and B.
i = 2
j = slices[1, 2] + 2
ket_term = g_w[0][2, j, i]
bra_term = -g_w[1][2, i, j]
element = numeric[0, 3, 2, i, j]
assert abs(ket_term + bra_term - element) < 1e-6 * np.max(np.abs(numeric[0, 3]))

print(f"charges Z_A, Z_B: {charges[0]:.0f}, {charges[1]:.0f}")
print(f"distance: {distance:.3f} bohr; speed of light: {c:.6f} a.u.")
print("s exponents (bohr^-2):", *[f"{x:.0f}" for x in s_exponents])
print("p exponents (bohr^-2):", *[f"{x:.0f}" for x in p_exponents])
print(f"basis functions in total: {n}")
print(f"difference step: {step:.1e} bohr")
print(f"one centre, Z=40, 1s, matrix: {e_atom:.5f} hartree")
print(f"one centre, Z=40, 1s, closed Dirac: {e_closed:.5f} hartree")
print(f"lowest diatomic electronic energy: {energy:.6f} hartree")
print(f"same from X2C matrix: {x2c_energies[0]:.6f} hartree")
print(f"AB element, s exponent on both: {mol.bas_exp(2)[0]:.0f} bohr^-2")
print(f"  W element: {m0[3][i, j]:.6f} hartree/bohr^2")
print(f"  ket term with V_A: {ket_term:.5f} hartree/bohr^3")
print(f"  minus bra term with V_B: {bra_term:.5f} hartree/bohr^3")
print(f"  their sum, dW/dA_z: {ket_term + bra_term:.5f} hartree/bohr^3")
print(f"  by differences: {element:.5f} hartree/bohr^3")
print("largest relative errors of derivative formulas and atom sums:")
for name, fe, se in zip("STVW", formula_error, sum_error):
    print(f"  {name}: formula {fe:.1e}, sum over atoms {se:.1e}")
print(f"  operator-centre derivative of W: {operator_error:.1e}")
print(f"  X2C matrix: chain rule {h_error:.1e}, atom sum {h_sum:.1e}")
print(f"  frozen X: atom sum {frozen_sum:.1e}, error in dh {frozen_error:.2e}")
print("W gradient term, z direction (hartree/bohr): A, B, sum")
for name, p in zip(("basis part", "operator part"), parts):
    print(f"  {name}: {p[0]:.5f}, {p[1]:.5f}, {p.sum():.5f}")
whole = parts.sum(axis=0)
print(f"  complete: {whole[0]:.5f}, {whole[1]:.5f}, {abs(whole.sum()):.5f}")
print("equal charges 40 and 40, same term (hartree/bohr): A, B, |sum|")
for name, p in zip(("basis part", "operator part"), equal):
    print(f"  {name}: {p[0]:.5f}, {p[1]:.5f}, {abs(p.sum()):.5f}")
print("gradient terms, z direction (hartree/bohr): A, B")
for name, x, y in zip("STVW", terms_numeric[0], terms_numeric[1]):
    print(f"  {name} term: {x:.4f}, {y:.4f}")
print(f"  total from formula: {terms[0].sum():.4f}, {terms[1].sum():.4f}")
print(f"  X2C energy differences: {gradient_fd[0]:.4f}, {gradient_fd[1]:.4f}")
print("finished without a failed check")
```

Printed output:

```
charges Z_A, Z_B: 40, 30
distance: 0.100 bohr; speed of light: 137.035999 a.u.
s exponents (bohr^-2): 60 180 540 1620 4860 14580
p exponents (bohr^-2): 60 180 540
basis functions in total: 30
difference step: 1.0e-04 bohr
one centre, Z=40, 1s, matrix: -817.80534 hartree
one centre, Z=40, 1s, closed Dirac: -817.80750 hartree
lowest diatomic electronic energy: -1129.089402 hartree
same from X2C matrix: -1129.089402 hartree
AB element, s exponent on both: 540 bohr^-2
  W element: 125813.198414 hartree/bohr^2
  ket term with V_A: 1601121.25097 hartree/bohr^3
  minus bra term with V_B: 1200840.93823 hartree/bohr^3
  their sum, dW/dA_z: 2801962.18920 hartree/bohr^3
  by differences: 2801962.18925 hartree/bohr^3
largest relative errors of derivative formulas and atom sums:
  S: formula 1.0e-11, sum over atoms 6.1e-14
  T: formula 2.2e-11, sum over atoms 1.2e-13
  V: formula 1.5e-11, sum over atoms 1.0e-13
  W: formula 1.1e-11, sum over atoms 1.4e-13
  operator-centre derivative of W: 2.3e-08
  X2C matrix: chain rule 1.2e-10, atom sum 5.0e-11
  frozen X: atom sum 4.1e-11, error in dh 7.93e-03
W gradient term, z direction (hartree/bohr): A, B, sum
  basis part: -130.38663, 25.77041, -104.61622
  operator part: 52.45726, 52.15896, 104.61622
  complete: -77.92937, 77.92937, 0.00000
equal charges 40 and 40, same term (hartree/bohr): A, B, |sum|
  basis part: -128.78104, 128.78104, 0.00000
  operator part: 23.37509, -23.37509, 0.00000
gradient terms, z direction (hartree/bohr): A, B
  S term: 2536.6803, -2536.6803
  T term: 672.8757, -672.8757
  V term: -6719.7862, 6719.7862
  W term: -77.9294, 77.9294
  total from formula: -3588.1596, 3588.1596
  X2C energy differences: -3588.1596, 3588.1596
finished without a failed check
```
